# Valley splitting in biaxially strained (001) silicon and its inversion layers, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a moving band minimum to the valley tensor

### Definitions and conventions

Strain is measured from unstrained silicon. A point at $\mathbf r'$ in the unstrained crystal goes to

$$\mathbf r=(1+\varepsilon)\mathbf r', \tag{1}$$

where $\varepsilon$ is a symmetric, uniform $3\times3$ matrix and $1$ is the unit matrix. A positive diagonal element means extension along that axis. The axes $x,y,z$ are the cube axes, and $z$ is normal to the (001) surface. Biaxial strain on (001) means

$$\varepsilon_{xx}=\varepsilon_{yy}=e_\parallel,\qquad \varepsilon_{zz}=e_\perp,\qquad \varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=0. \tag{2}$$

The lowest conduction band of unstrained silicon has six equivalent minima, called valleys, on the lines $\pm x,\pm y,\pm z$ in wave-vector space. The two on $\pm z$ form the twofold set, with energy $E_2$. The four on $\pm x,\pm y$ form the fourfold set, with energy $E_4$. The quantity sought is

$$S=E_2-E_4 .$$

A negative $S$ means that the twofold valleys are lower. The algebra uses atomic units, in which $\hbar$, the electron mass and the elementary charge equal one. Numerical energies are in eV.

### The simple case: one minimum in one dimension

Consider a one-dimensional crystal whose period changes from $a$ to $(1+\varepsilon)a$, with $\varepsilon$ now a number. A Bloch state is $\psi=e^{ikx}u(x)$, where $u$ has the period of the strained crystal. Comparing different strains is awkward because the period, and hence the range of $k$, changes. Both difficulties disappear with

$$x=(1+\varepsilon)x',\qquad \kappa=(1+\varepsilon)k .$$

The phase is then $kx=\kappa x'$, and $u$ as a function of $x'$ has the fixed period $a$. Since $d/dx=(1+\varepsilon)^{-1}d/dx'$, the Schrödinger equation becomes

$$\left[\frac{(-i\,d/dx'+\kappa)^2}{2(1+\varepsilon)^2}+V_\varepsilon\big((1+\varepsilon)x'\big)\right]u=E(\kappa,\varepsilon)\,u .$$

The strain now enters as a parameter in an operator with fixed boundary conditions. If the band is nondegenerate and the potential depends smoothly on strain, $E(\kappa,\varepsilon)$ is smooth.

Let the unstrained band have a minimum at $\kappa_0$ and write $\delta=\kappa-\kappa_0$. To second order,

$$E=E_0+D\varepsilon+\tfrac12A\varepsilon^2+g\,\varepsilon\delta+\tfrac12M\delta^2,\qquad M>0 .$$

There is no term linear in $\delta$ alone, because $\kappa_0$ is a minimum. At fixed $\varepsilon$, setting the derivative with respect to $\delta$ to zero gives $g\varepsilon+M\delta=0$, so $\delta=-g\varepsilon/M$. Putting this back,

$$g\varepsilon\delta+\tfrac12M\delta^2=-\frac{g^2\varepsilon^2}{M}+\frac{g^2\varepsilon^2}{2M}=-\frac{g^2\varepsilon^2}{2M},$$

and the energy of the minimum is

$$E_v(\varepsilon)=E_0+D\varepsilon+\tfrac12\left(A-\frac{g^2}{M}\right)\varepsilon^2+\dots \tag{3}$$

The minimum moves at first order in strain, but its motion changes the energy at second order. The first-order shift is therefore $D=\partial E/\partial\varepsilon$ taken at the old $\kappa_0$.

A limit in which the answer is known tests (3). Take a parabola that moves rigidly,

$$E=E_0+D\varepsilon+\tfrac12M(\delta-b\varepsilon)^2 .$$

Its minimum is plainly $E_0+D\varepsilon$. Expanding the square gives $g=-Mb$ and $A=Mb^2$, so $A-g^2/M=Mb^2-Mb^2=0$, and (3) agrees.

### Three dimensions

With the matrix strain (1), the phase of a Bloch wave is

$$\mathbf k\cdot\mathbf r=\mathbf k\cdot(1+\varepsilon)\mathbf r'=\big[(1+\varepsilon)\mathbf k\big]\cdot\mathbf r',$$

where the symmetry of $\varepsilon$ was used. Hence

$$\boldsymbol\kappa=(1+\varepsilon)\mathbf k,\qquad \mathbf k=(1+\varepsilon)^{-1}\boldsymbol\kappa ,$$

and $\boldsymbol\kappa$ runs over the old Brillouin zone. At a valley $v$ the gradient of $E(\boldsymbol\kappa,\varepsilon)$ with respect to $\boldsymbol\kappa$ vanishes. The argument of the last section applies with $M$ replaced by the positive matrix of second derivatives, and the first-order shift is

$$\delta E_v=\sum_{ij}\Xi^v_{ij}\,\varepsilon_{ij},\qquad \Xi^v_{ij}=\left.\frac{\partial E}{\partial\varepsilon_{ij}}\right|_{\boldsymbol\kappa_v,\;\varepsilon=0}. \tag{4}$$

The symmetric matrix $\Xi^v$ is the deformation-potential tensor of the valley. For an off-diagonal pair, $\varepsilon_{ij}$ and $\varepsilon_{ji}$ are counted as separate entries in the sum.

### What the tensor contains: a local pseudopotential

Equation (4) does not depend on how the band is computed. An explicit model shows what $\Xi$ measures and supplies numbers to test. Let each atom carry a local pseudopotential that moves rigidly with it. With the origin at a bond centre, the two atoms of the cell sit at $\pm\boldsymbol\tau$, and the Fourier component of the crystal potential at reciprocal vector $\mathbf q$ is $v(q)\,\mathcal S(\mathbf q)$, with $\mathcal S(\mathbf q)=\cos(\mathbf q\cdot\boldsymbol\tau)$. The form factor $v$ contains one over the cell volume.

Under strain three things happen. A reciprocal vector $\mathbf q$ becomes $(1+\varepsilon)^{-1}\mathbf q$. The volume grows by the factor $\det(1+\varepsilon)$, which divides $v$. The atoms go to $\pm(1+\varepsilon)\boldsymbol\tau$, so the phase $\mathbf q\cdot\boldsymbol\tau$ is unchanged.

The last point assumes that the two sublattices do not shift against each other. For a diagonal strain this follows from symmetry. Half-turns about $x$, $y$ and $z$ through an atom survive the strain. A relative shift is a vector that all three half-turns must leave alone, and each half-turn reverses two of its components, so it is zero.

In the plane waves $e^{i(\boldsymbol\kappa+\mathbf G)\cdot\mathbf r'}$ the Hamiltonian is

$$H_{\mathbf G\mathbf G'}=\tfrac12\big|(1+\varepsilon)^{-1}\mathbf p\big|^2\delta_{\mathbf G\mathbf G'}+\frac{v\big(|(1+\varepsilon)^{-1}\mathbf q|\big)}{\det(1+\varepsilon)}\,\mathcal S(\mathbf q),$$

with $\mathbf p=\boldsymbol\kappa+\mathbf G$ and $\mathbf q=\mathbf G-\mathbf G'$. The second term is used for $\mathbf q\neq0$. The average potential, $\mathbf q=0$, is set to zero at every strain. This is a choice, because the average potential of an infinite crystal has no absolute value. By cubic symmetry another choice would add $w(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})$ to all bands at first order, the same for every valley.

To first order $(1+\varepsilon)^{-1}=1-\varepsilon$ and $1/\det(1+\varepsilon)=1-\mathrm{Tr}\,\varepsilon$. Therefore

$$\tfrac12|(1-\varepsilon)\mathbf p|^2=\tfrac12p^2-\sum_{ij}p_ip_j\varepsilon_{ij},\qquad q^2\to q^2-2\sum_{ij}q_iq_j\varepsilon_{ij}.$$

Let $v_s=dv/d(q^2)$. The potential factor changes by

$$-v\,\mathrm{Tr}\,\varepsilon-2v_s\sum_{ij}q_iq_j\varepsilon_{ij}.$$

The energy follows from the change of $H$ alone. For a normalized eigenvector $c$, $E=c^\dagger Hc$ and

$$dE=c^\dagger(dH)c+E\,d(c^\dagger c)=c^\dagger(dH)c,$$

because $c^\dagger c=1$ is fixed. The plane waves are orthonormal in the unstrained cell at every strain, so this also holds in a finite basis. The result is

$$\Xi_{ij}=-\sum_{\mathbf G}|c_{\mathbf G}|^2p_ip_j-\sum_{\mathbf G\neq\mathbf G'}c^*_{\mathbf G}c_{\mathbf G'}\mathcal S(\mathbf q)\left[\delta_{ij}v+2q_iq_jv_s\right]. \tag{5}$$

Two limits check the terms. Without a potential, a plane wave has energy $\tfrac12|(1+\varepsilon)^{-1}\mathbf p|^2$ and $\Xi_{ij}=-p_ip_j$: stretching the crystal at fixed $\boldsymbol\kappa$ lengthens the wave and lowers its kinetic energy. The minimum of a free-electron band is at $\mathbf p=0$, where the shift vanishes, as it must. If instead $v$ is constant, then $v_s=0$ and the potential part is proportional to $\delta_{ij}$. For diagonal strain, a direction-dependent potential contribution thus needs a form factor that varies with $q$. Under shear the two sublattices can shift against each other, which changes $\mathbf q\cdot\boldsymbol\tau$; equation (5) does not contain that term.

### Symmetry fixes the form of the tensor

Let $R$ be a rotation or reflection in the point group of the cube. Rotating a strained crystal moves its points to

$$R(1+\varepsilon)\mathbf r'=(1+R\varepsilon R^T)R\mathbf r' .$$

As $\mathbf r'$ runs over the atoms of unstrained silicon, $R\mathbf r'$ runs over the same atoms, apart from a possible common translation. The rotated crystal is therefore silicon with strain $R\varepsilon R^T$, displaced as a whole. If atoms relax within the cell, the relaxed positions rotate too. Neither rotation nor displacement changes an energy, so

$$E(R\boldsymbol\kappa,R\varepsilon R^T)=E(\boldsymbol\kappa,\varepsilon). \tag{6}$$

Take the valley on $+z$ and an $R$ that leaves its wave vector alone. Applying (6) to the first-order shift for every $\varepsilon$ gives $\Xi=R^T\Xi R$. A quarter-turn about $z$ takes $\hat x$ to $\hat y$ and $\hat y$ to $-\hat x$. It requires

$$\Xi_{xx}=\Xi_{yy},\qquad \Xi_{xy}=-\Xi_{yx}=-\Xi_{xy}=0 .$$

Reflection of $x$ requires $\Xi_{xz}=-\Xi_{xz}=0$, and reflection of $y$ requires $\Xi_{yz}=0$. Two numbers remain:

$$\Xi_d=\Xi_{xx},\qquad \Xi_u=\Xi_{zz}-\Xi_{xx}.$$

An operation that carries $\hat z$ to another valley axis $\mathbf n$ carries the tensor with it, since (6) gives $\Xi^{\mathbf n}=R\,\Xi^{z}R^T$. For all six valleys, then,

$$\Xi^{\mathbf n}_{ij}=\Xi_d\delta_{ij}+\Xi_un_in_j, \tag{7}$$

$$\delta E_{\mathbf n}=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\,\mathbf n. \tag{8}$$

The first term follows the volume change and is common to the valleys. The second depends on the extension along the valley's own axis. A different average potential changes $\Xi_d$ to $\Xi_d+w$ and leaves $\Xi_u$ alone. Valleys $\mathbf n$ and $-\mathbf n$ shift equally.

### Limits and numbers for the tensor

For hydrostatic strain $\varepsilon=e\,1$, equation (8) gives $(3\Xi_d+\Xi_u)e$ for every valley, with no splitting. For pure shear $\varepsilon_{xy}$, the product $\mathbf n\cdot\varepsilon\,\mathbf n$ vanishes for each cube axis, so there is no first-order shift.

The pseudopotential model was evaluated with a smooth empirical form factor, a lattice constant of 5.43 Å and 137 plane waves. It has an indirect gap of 1.17 eV and a valley at 0.832 of $2\pi/a$ from the zone centre. The model omits nonlocal terms, spin-orbit coupling and the self-consistent response of the electrons to strain. For the $z$ valley, (5) gives

$$\Xi_{zz}=-1.869\ \text{eV},\qquad \Xi_{xx}=-9.834\ \text{eV},$$

$$\Xi_u=-1.869+9.834=7.965\ \text{eV}.$$

The two diagonal values belong to the chosen average potential; their difference does not. The off-diagonal elements were below $10^{-6}$ eV.

An independent test of (4) and (5) strains the crystal by $\pm10^{-4}$ along one axis, searches for the minimum anew, and takes the slope of its energy. The slopes are $-1.869$ eV for strain along $z$ and $-9.834$ eV for strain along $x$, equal to the expectation values in all digits given.

The kinetic part of $\Xi_u$ is 6.06 eV and the potential part is 1.91 eV. By (5) the kinetic part equals $\langle p_x^2\rangle-\langle p_z^2\rangle$. Its positive sign means that the Bloch state of the $z$ valley has more mean-square momentum along $x$ than along $z$, although its $\boldsymbol\kappa$ points along $z$. With the plane-wave coefficients held fixed, extension along $x$ therefore lowers its kinetic energy more than equal extension along $z$. With 283 plane waves and the same form factor, $\Xi_u$ is 7.84 eV, which is 1.6% below the smaller-basis value.

## Second half: biaxial strain and the inversion layer

### Symbols and results carried over

The strain has in-plane part $\varepsilon_{xx}=\varepsilon_{yy}=e_\parallel$ and normal part $\varepsilon_{zz}=e_\perp$, without shear; extension is positive. The twofold valleys on $\pm z$ have energy $E_2$, the fourfold valleys on $\pm x,\pm y$ have energy $E_4$, and $S=E_2-E_4$. To first order a valley with unit axis $\mathbf n$ shifts by

$$\delta E_{\mathbf n}=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\,\mathbf n ,$$

where $\Xi_d$ and $\Xi_u$ belong to the unstrained crystal. The band at each minimum is assumed nondegenerate apart from spin. A local pseudopotential model gives $\Xi_u=7.965$ eV.

### The splitting

The trace is $2e_\parallel+e_\perp$. For $\mathbf n=\pm\hat z$ the product $\mathbf n\cdot\varepsilon\,\mathbf n$ is $e_\perp$. For the other four axes it is $e_\parallel$. Thus

$$\delta E_2=\Xi_d(2e_\parallel+e_\perp)+\Xi_ue_\perp,$$

$$\delta E_4=\Xi_d(2e_\parallel+e_\perp)+\Xi_ue_\parallel .$$

Before strain the two energies are equal. Subtraction removes the common term:

$$S=E_2-E_4=\Xi_u(e_\perp-e_\parallel). \tag{9}$$

This is the required proportionality, valid to first order in strain. The volume change moves both sets together; the departure from cubic shape separates them.

The mean over all six valleys is $\bar E=(2E_2+4E_4)/6$. Hence

$$E_2-\bar E=\tfrac23S,\qquad E_4-\bar E=-\tfrac13S .$$

The twofold set moves twice as far from the mean as the fourfold set, in the opposite direction.

Equation (9) was tested in the pseudopotential model, with every minimum found anew in the strained crystal. Five pairs $(e_\parallel,e_\perp)$ were used, in units of $10^{-4}$: $(2,-2)$, $(4,0)$, $(0,-4)$, $(-3,1)$ and $(1,3)$. The first three have the same difference but different volume changes. The largest deviation of $S$ from (9) was 0.048% of the predicted value.

To first order in strain, the splitting between the twofold and fourfold valleys is $\Xi_u(e_\perp-e_\parallel)$, and the pseudopotential model confirms this at small strains. What remains is to examine the corrections beyond first order and to apply the result to a strained layer with a free surface and to an inversion layer, where confinement adds a second splitting.
